# Slater-integral form of the on-site Coulomb tensor

Suppose the Coulomb repulsion in a p shell is described by three numbers chosen independently: $U$ for two electrons in the same real orbital, $U'$ for two electrons in different orbitals, and $J$ for exchange. Take the orbital $(p_z+p_x)/\sqrt2$, which is a p orbital pointing along another direction. Its density is $\tfrac12(p_z^2+2p_zp_x+p_x^2)$, so its self-repulsion is

$$\tfrac14\,(U+U+2U'+4J)=\tfrac12\,(U+U'+2J).$$

Integrals with an odd number of factors $p_x$ have dropped out by the reflection $x\to-x$. In a free atom the result must equal $U$, which requires $U=U'+2J$. If one sets $U'=U$ and keeps $J\neq0$, the tilted orbital repels itself with $U+J$, and the energy depends on how the axes were drawn.

The Coulomb tensor of a shell with angular momentum $l$ has $(2l+1)^4$ elements, 81 for p and 625 for d, tied together by many such relations. The theorem below satisfies them all by writing the tensor in terms of $l+1$ radial integrals.

## Setting and statement

Hartree atomic units are used. The orbitals of the shell are

$$\varphi_m(\mathbf r)=R(r)\,Y_{lm}(\theta,\phi),\qquad m=-l,\dots,l,$$

with one $l$ and one real radial function for all $m$, normalized by $\int_0^\infty R^2r^2dr=1$. With $x=\cos\theta$ and $m\ge0$, the harmonics are

$$Y_{lm}=(-1)^mN_{lm}\,(1-x^2)^{m/2}\,\frac{d^mP_l}{dx^m}\,e^{im\phi},\qquad Y_{l,-m}=(-1)^mY_{lm}^*,$$

$$P_l(x)=\frac{1}{2^l\,l!}\frac{d^l}{dx^l}(x^2-1)^l,\qquad N_{lm}=\sqrt{\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}} .$$

The Coulomb tensor, with electron 1 in the first and third places, is

$$\langle m_1m_2|m_3m_4\rangle=\iint\varphi_{m_1}^*(\mathbf r_1)\varphi_{m_2}^*(\mathbf r_2)\frac1{r_{12}}\varphi_{m_3}(\mathbf r_1)\varphi_{m_4}(\mathbf r_2)\,d^3r_1d^3r_2 .$$

Let $r_<$ and $r_>$ be the smaller and larger of $r_1,r_2$. Define the Slater integrals and Gaunt coefficients

$$F^k=\int_0^\infty\!\!\int_0^\infty\frac{r_<^k}{r_>^{k+1}}R^2(r_1)R^2(r_2)\,r_1^2r_2^2\,dr_1dr_2,$$

$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*\,Y_{k,m-m'}\,Y_{lm'}\,d\Omega,$$

with $c^k(m,m')=0$ if $|m-m'|>k$. It is assumed that $F^0$ is finite.

**Theorem.**

$$\langle m_1m_2|m_3m_4\rangle=\delta_{m_1+m_2,\,m_3+m_4}\sum_{k=0,2,\dots,2l}c^k(m_1,m_3)\,c^k(m_4,m_2)\,F^k .$$

The kernel $1/r_{12}$ contains every $k$, odd ones included. The restriction comes from the orbitals: odd $k$ drop out because the two orbitals of an electron have the same parity, and $k$ stops at $2l$ because both have angular momentum $l$.

## Lemma 1: the Legendre expansion

*For $r_1\ne r_2$, with $\gamma$ the angle between $\mathbf r_1$ and $\mathbf r_2$,*

$$\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),$$

*and the convergence is uniform in the angles.*

*Proof.* Put $t=r_</r_><1$. The law of cosines gives

$$\frac1{r_{12}}=\frac1{r_>}(1-2t\cos\gamma+t^2)^{-1/2}=\frac1{r_>}(1-te^{i\gamma})^{-1/2}(1-te^{-i\gamma})^{-1/2}.$$

The binomial series $(1-z)^{-1/2}=\sum_nb_nz^n$ has positive coefficients. Multiplying the two series gives $\sum_kt^kp_k$ with

$$p_k=\sum_{n=0}^kb_nb_{k-n}e^{i(2n-k)\gamma}.$$

The terms $n$ and $k-n$ combine into cosines of multiples of $\gamma$, so $p_k$ is a polynomial in $u=\cos\gamma$. Since the $b_n$ are positive, $|p_k|$ is at most its value at $\gamma=0$. There the sum is $(1-t)^{-1}=\sum_kt^k$, so that value is 1. Hence $|t^kp_k|\le t^k$, which proves uniform convergence.

To identify $p_k$, regard $1/r_{12}$ as a function of the inner point, at radius $r<r_>$, with the outer point fixed on the polar axis. It satisfies Laplace's equation. Each derivative with respect to $\gamma$ multiplies the bound on $p_k$ by at most $k$, and each derivative with respect to $r$ brings a factor at most $k/r$, so the differentiated series still converge uniformly for $r$ in any closed interval inside $(0,r_>)$. Applying the Laplacian term by term to the power series in $r$, away from the axis, therefore gives

$$\sum_k\frac{r^{k-2}}{r_>^{k+1}}\left[k(k+1)p_k+\frac{d}{du}\Big((1-u^2)\frac{dp_k}{du}\Big)\right]=0 .$$

Each bracket must vanish, which is Legendre's equation. Insert $p_k=\sum_na_n(1-u)^n$; the coefficient of $(1-u)^n$ gives

$$2(n+1)^2a_{n+1}=[n(n+1)-k(k+1)]\,a_n,$$

so the polynomial is fixed by its value $a_0=1$ at $u=1$.

The polynomial $P_k$ has the same two properties. The function $w=(u^2-1)^k$ obeys $(u^2-1)w'=2kuw$. Differentiating this $k+1$ times gives

$$(u^2-1)w^{(k+2)}+2(k+1)u\,w^{(k+1)}+k(k+1)w^{(k)}=2ku\,w^{(k+1)}+2k(k+1)w^{(k)},$$

that is, $(u^2-1)P_k''+2uP_k'-k(k+1)P_k=0$, which is Legendre's equation. At $u=1$ the $k$-th derivative of $(u-1)^k(u+1)^k$ is $k!\,2^k$, so $P_k(1)=1$. Therefore $p_k=P_k$. ∎

## Lemma 2: the addition theorem

$$P_k(\cos\gamma)=\frac{4\pi}{2k+1}\sum_{q=-k}^kY_{kq}(\hat{\mathbf r}_1)\,Y_{kq}^*(\hat{\mathbf r}_2).$$

*Proof.* The $2k+1$ functions $Y_{kq}$ form an orthonormal basis of the angular functions $f$ for which $r^kf$ is a regular solution of Laplace's equation. A rotation maps this space to itself and preserves inner products, so it mixes the $Y_{kq}$ by a unitary matrix. The sum over $q$ is therefore unchanged when both directions are rotated together.

Rotate $\hat{\mathbf r}_2$ onto the $z$ axis. The factor $(1-x^2)^{|q|/2}$ removes every term with $q\ne0$. The first direction now has polar angle $\gamma$, and the sum equals

$$Y_{k0}(\gamma)\,Y_{k0}(0)=\frac{2k+1}{4\pi}P_k(\cos\gamma).\qquad ∎$$

## Lemma 3: which $k$ survive

*The coefficient $c^k(m,m')$ vanishes for odd $k$ and for $k>2l$. For $k=2l$ it is nonzero for every pair $m,m'$.*

*Proof for odd $k$.* Inversion sends $\phi\to\phi+\pi$ and $x\to-x$. The first change multiplies $Y_{kq}$ by $(-1)^q$. The second multiplies it by $(-1)^{k+|q|}$, because the $x$-dependence is an even factor times the derivative of order $k+|q|$ of the even function $(x^2-1)^k$. Together they give $(-1)^k$. The two harmonics of degree $l$ contribute $(-1)^{2l}=1$. Integration over the sphere is unchanged by inversion, so $c^k=(-1)^kc^k$, which is zero for odd $k$.

*Proof of the upper limit.* Let $q=m-m'$ with $|q|\le k$. The azimuthal integral gives $2\pi$. Collect all factors of the integrand except the high derivative in $Y_{kq}$ into

$$Q(x)=(1-x^2)^s\,\frac{d^{|m|}P_l}{dx^{|m|}}\,\frac{d^{|m'|}P_l}{dx^{|m'|}},\qquad s=\tfrac12(|m|+|m'|+|q|).$$

Up to a nonzero constant $C$,

$$c^k(m,m')=C\int_{-1}^1Q(x)\,\frac{d^N}{dx^N}(x^2-1)^k\,dx,\qquad N=k+|q| .$$

Three facts about $Q$ are needed.

- The number $s$ is an integer, because $|m|+|m'|+|q|$ has the parity of $m+m'+(m-m')=2m$. So $Q$ is a polynomial.
- Its degree is $2s+(l-|m|)+(l-|m'|)=2l+|q|$.
- Since $|m|+|m'|\ge|q|$, we have $s\ge|q|$, so $Q$ and its derivatives of order below $|q|$ vanish at $x=\pm1$.

Integrate by parts $N$ times. The boundary terms are, up to sign, $Q^{(i)}$ times the derivative of order $N-1-i$ of $(x^2-1)^k$, for $i=0,\dots,N-1$. For $i<|q|$ the first factor vanishes at $\pm1$. For $i\ge|q|$ the second factor has order at most $k-1$ and vanishes there, since $(x^2-1)^k$ has zeros of order $k$. What remains is

$$c^k(m,m')=(-1)^NC\int_{-1}^1Q^{(N)}(x)\,(x^2-1)^k\,dx .$$

If $k>2l$, then $N$ exceeds the degree $2l+|q|$ of $Q$, so $Q^{(N)}=0$. If $k=2l$, then $N$ equals the degree and $Q^{(N)}$ is a nonzero constant. It multiplies $\int(x^2-1)^{2l}dx>0$, so the coefficient does not vanish. ∎

In physical terms, the product of two orbitals of angular momentum $l$ is a charge distribution of even parity with no multipole higher than $2l$. A d shell has monopole, quadrupole and hexadecapole terms, and nothing else.

## Proof of the theorem

Since the $Y_{lm}$ are bounded, and the integral of $1/r_{12}$ over both directions is $(4\pi)^2/r_>$, the double integral is bounded in absolute value by a constant times $F^0$. It converges absolutely, and the angles may be integrated first at fixed $r_1\neq r_2$. The set $r_1=r_2$ has measure zero.

At fixed radii the series of Lemma 1 converges uniformly in the angles and may be integrated term by term. With Lemma 2, the term of order $k$ is $r_<^k/r_>^{k+1}$ times

$$\frac{4\pi}{2k+1}\sum_q\left[\int Y_{lm_1}^*Y_{kq}Y_{lm_3}d\Omega\right]\left[\int Y_{lm_2}^*Y_{kq}^*Y_{lm_4}d\Omega\right].$$

The azimuthal integral in the first bracket is nonzero for $q=m_1-m_3$ alone, and in the second for $q=m_4-m_2$ alone. Both hold when $m_1+m_2=m_3+m_4$, which is conservation of the total $z$ component of angular momentum. The sum over $q$ then has at most one term. The second bracket is the complex conjugate of $\int Y_{lm_4}^*Y_{kq}Y_{lm_2}d\Omega$. This integral is real, since its phases cancel and the functions of $\theta$ are real. Sharing the prefactor equally between the brackets gives $c^k(m_1,m_3)\,c^k(m_4,m_2)$.

By Lemma 3 the series stops at $k=2l$ and contains even $k$ only. Integrating the finite sum over the radii with weight $R^2(r_1)R^2(r_2)r_1^2r_2^2$ turns each radial factor into $F^k$. ∎

## Remarks

**Ordering and average.** Since $r_<^k/r_>^{k+1}=r_>^{-1}(r_</r_>)^k$ decreases with $k$ and $R^2\ge0$, we have $F^0>F^2>\dots>F^{2l}>0$. The integral $F^0$ is also the average of the direct integrals $\langle mm'|mm'\rangle$ over all $m,m'$. Exchange is not part of this average, so the mean energy of an electron pair in the shell is lower when $l>0$. Setting $\hat{\mathbf r}_1=\hat{\mathbf r}_2$ in Lemma 2 gives $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, a constant. The integral of $Y_{k0}$ over the sphere vanishes for $k>0$, so $\sum_mc^k(m,m)=0$ for $k>0$. Also $c^0(m,m)=1$. Hence

$$\frac1{(2l+1)^2}\sum_{mm'}\langle mm'|mm'\rangle=F^0 .$$

**The p shell.** The diagonal coefficients are averages of $\sqrt{4\pi/5}\,Y_{20}=(3x^2-1)/2$. For $m=0$ the density is proportional to $x^2$, so the mean of $x^2$ is $(2/5)/(2/3)=3/5$. For $m=\pm1$ it is proportional to $1-x^2$, and the mean is $(2/3-2/5)/(2-2/3)=1/5$. Therefore

$$c^2(0,0)=\tfrac25,\qquad c^2(\pm1,\pm1)=-\tfrac15,$$

with equal signs in the two arguments. For $c^2(0,1)$ the factors are $Y_{10}=\sqrt{3/4\pi}\,x$, $Y_{11}=-\sqrt{3/8\pi}\sin\theta\,e^{i\phi}$ and $\sqrt{4\pi/5}\,Y_{2,-1}=\sqrt{3/2}\,x\sin\theta\,e^{-i\phi}$, so

$$c^2(0,1)=-\frac{3\sqrt3}{8\pi}\int x^2(1-x^2)\,d\Omega=-\frac{3\sqrt3}{8\pi}\cdot\frac{8\pi}{15}=-\frac{\sqrt3}5 .$$

Reversing the signs of both $m$ values leaves the magnitude unchanged, so $c^2(0,-1)^2=3/25$ as well.

Now pass to real orbitals, with $p_z=\varphi_0$ and $p_x=(\varphi_{-1}-\varphi_1)/\sqrt2$. The density $p_x^2$ is the mean of $|\varphi_1|^2$ and $|\varphi_{-1}|^2$ plus a part varying as $\cos2\phi$. That part does not interact with the axially symmetric $p_z^2$. In the exchange integral the cross terms violate the Kronecker delta. Thus

$$U_{zz}=F^0+\tfrac4{25}F^2,\qquad U_{zx}=F^0-\tfrac2{25}F^2,\qquad J_{zx}=\tfrac12\left(\tfrac3{25}+\tfrac3{25}\right)F^2=\tfrac3{25}F^2 .$$

These satisfy $U_{zz}=U_{zx}+2J_{zx}$, the condition found at the start.

**Limits of validity.** If the two orbitals of an electron have angular momenta $l$ and $l'$, the parity factor becomes $(-1)^{l+l'+k}$, and odd $k$ survive when $l+l'$ is odd. For s–p exchange, $Y_{00}=1/\sqrt{4\pi}$ is constant, so orthogonality leaves $k=1$ alone. Each angular factor is $\sqrt{4\pi/3}/\sqrt{4\pi}=1/\sqrt3$, and the exchange integral is $G^1/3$. Here $G^k$ is $F^k$ with $R^2$ replaced by $R_aR_b$ for both electrons.

Two shells of equal $l$ but different radial functions keep the even-$k$ rule, again with $G^k$ in exchange. The theorem does not cover orbitals that mix different $l$, radial functions that depend on $m$, or an interaction screened by a non-spherical surrounding. In the last case the kernel is no longer a function of $r_1$, $r_2$ and $\gamma$ alone.

## Example: the bromine atom

The neutral Br atom was computed by nonrelativistic, spin-restricted Hartree–Fock in the def2-TZVP basis. The five 4p electrons were spread evenly over the three 4p orbitals, with occupation 5/3 each in the closed-shell Fock operator, which keeps the atom spherical. This fractional-occupation model is not the Hartree–Fock wavefunction of the ${}^2P$ ground term, whose radial functions and $F^k$ differ somewhat; the theorem needs only one common radial function for the shell. The integrals below are bare atomic ones at this level, not screened parameters for a solid. Six decimals are kept so that the arithmetic can be followed; they do not measure the accuracy of the model.

For the 4p shell, $F^0=0.424341$ hartree (11.55 eV) and $F^2=0.218800$ hartree (5.95 eV). In hartree,

$$U_{zz}=0.424341+0.16\times0.218800=0.459349,$$

$$U_{zx}=0.424341-0.08\times0.218800=0.406837,$$

$$J_{zx}=0.12\times0.218800=0.026256 .$$

In electronvolts these are 12.50, 11.07 and 0.71. The direct repulsion of two electrons in the same real orbital exceeds that of two in different orbitals by $2J_{zx}$, about 1.43 eV. If the two electrons in different orbitals have parallel spins, exchange lowers their energy by a further $J_{zx}$.

The numerical check compares the theorem with two-electron integrals over Gaussian functions that use no multipole expansion. All 81 elements for 4p and all 625 for 3d agree to better than $10^{-13}$ hartree.

For the 3d shell, $F^0=1.568939$, $F^2=0.754591$ and $F^4=0.475445$ hartree. Angular quadrature gives $c^2(0,0)=c^4(0,0)=2/7$, so

$$\langle00|00\rangle=1.568939+\tfrac4{49}(0.754591+0.475445)=1.669350\ \text{hartree}.$$

Leaving out $F^4$ changes the tensor over complex harmonics by up to 0.0755 hartree, which is 4.8% of $F^0$. The largest change is in $\langle 2,-2|{-2},2\rangle=\tfrac{70}{441}F^4$. This element has $|m_1-m_3|=4$, so only $k=4$ contributes, and it is lost entirely when the sum stops before $k=2l=4$. The size of the largest change depends on the basis; for $\langle00|00\rangle$ it is $\tfrac4{49}F^4=0.0388$ hartree.

The exchange between $4s$ and $4p_z$ shows an odd term at work: $G^1=0.305225$ hartree gives $G^1/3=0.101742$ hartree, equal to the exchange integral evaluated over the Gaussian functions without the expansion. For $3p_z$ and $4p_z$ the even rule holds, with

$$G^0+\tfrac4{25}G^2=0.021993+0.16\times0.025550=0.026081\ \text{hartree},$$

again equal to the exchange integral evaluated over the Gaussian functions. Here $G^2$ is larger than $G^0$. This does not contradict the ordering of the $F^k$, whose proof needs a density of one sign. The product $R_{3p}R_{4p}$ changes sign, because the two radial functions are orthogonal.

## Computed results

```
1/r12 direct, test points: 0.37215822 1/bohr
1/r12 from sum k=0..40: 0.37215822 1/bohr
largest |c^k(m,m')|, dimensionless, k = 0,1,2,...,2l+3:
 l=1: 1.0000 0.0000 0.4899 0.0000 0.0000 0.0000
 l=2: 1.0000 0.0000 0.3499 0.0000 0.3984 0.0000 0.0000 0.0000
 l=3: 1.0000 0.0000 0.3333 0.0000 0.2535 0.0000 0.3543 0.0000 0.0000 0.0000
p: 5 c^2(0,0) = 2.0000, 5 c^2(1,1) = -1.0000
p: 25 c^2(1,0)^2 = 3.0000, 25 c^2(1,-1)^2 = 6.0000
d: 7 c^2(m,m), m=0,1,2: 2.0000 1.0000 -2.0000
d: 21 c^4(m,m), m=0,1,2: 6.0000 -4.0000 1.0000
Br electrons: 35.0000
Br total energy: -2572.2211 hartree
Br 4p F^0: 0.424341 hartree = 11.5469 eV
Br 4p F^2: 0.218800 hartree = 5.9538 eV
Br 4p average <mm'|mm'>, direct: 0.424341 hartree
Br 4p tensor elements compared: 81
Br 4p largest deviation: 5.8e-15 hartree
Br 3d F^0: 1.568939 hartree = 42.6930 eV
Br 3d F^2: 0.754591 hartree = 20.5335 eV
Br 3d F^4: 0.475445 hartree = 12.9375 eV
Br 3d average <mm'|mm'>, direct: 1.568939 hartree
Br 3d tensor elements compared: 625
Br 3d largest deviation: 1.6e-14 hartree
Br 4p <m1 m2|m3 m4>, direct and formula, hartree:
 (0, 0, 0, 0): 0.459349 0.459349
 (1, 1, 1, 1): 0.433093 0.433093
 (0, 1, 0, 1): 0.406837 0.406837
 (0, 1, 1, 0): 0.026256 0.026256
 (1, -1, -1, 1): 0.052512 0.052512
 (0, 0, 1, -1): -0.026256 -0.026256
Br 4p U_zz, direct: 0.459349 hartree = 12.4995 eV
Br 4p U_zx, direct: 0.406837 hartree = 11.0706 eV
Br 4p J_zx, direct: 0.026256 hartree = 0.7145 eV
Br 3d <m m|m m>, direct and formula, hartree:
 m=0: 1.669350 1.669350
 m=1: 1.601588 1.601588
 m=2: 1.631616 1.631616
Br 3d largest error without F^4: 0.075468 hartree
Br 3p-4p G^0, G^2: 0.021993, 0.025550 hartree
Br K(3pz,4pz), direct: 0.026081 hartree
Br K(3pz,4pz), G^0+4G^2/25: 0.026081 hartree
Br 4s-4p G^1: 0.305225 hartree
Br K(4s,4pz), direct: 0.101742 hartree
Br K(4s,4pz), G^1/3: 0.101742 hartree
```
